\section*{Why a field can blue-shift a polar gallium nitride quantum well}

\section{The argument under comment}

The argument concerns an electroabsorption modulator whose absorbing layer is a polar gallium nitride quantum well. It runs as follows. A field $F$ along the growth axis $z$ adds a term linear in $z$ to the energy of each carrier. Second-order perturbation theory lowers a ground state. The lowest electron level and the lowest hole level therefore both move into the gap, so the absorption edge moves to the red whichever way the field points.

The statement about second order is correct. The conclusion needs one more premise: the first-order term must vanish. It vanishes in a well with mirror symmetry. A polar well has a built-in field and no such symmetry, so the first-order term has to be calculated. Two questions follow. What sign does it have, and how far does the shift continue before the second-order term wins?

\section{Slope and curvature of the pair energy}

I use Gaussian units, with $e>0$. A positive field points along $+z$, so the potential energy is $+eFz_e$ for the electron and $-eFz_h$ for the hole. Their sum is $-FD$, where
\begin{equation}
D=e(z_h-z_e)
\end{equation}
is the pair dipole. Within the envelope-function model, a uniform applied field $F_a$ gives
\begin{equation}
H(F_a)=H_0-F_aD .
\end{equation}
Here $H_0$ contains the gap, the kinetic energies, the band offsets, the built-in potential and the electron-hole attraction. The lowest transition energy $E(F_a)$ is the ground-state energy of $H$. I assume first that the pair is confined and its ground state is nondegenerate; leakage through tilted barriers is treated below.

Let $\phi$ be the normalized ground state at field $F_a$. Differentiating $E=\langle\phi|H|\phi\rangle$ gives
\begin{equation}
\frac{dE}{dF_a}=\langle\phi|\frac{dH}{dF_a}|\phi\rangle
+E\,\frac{d}{dF_a}\langle\phi|\phi\rangle=-\langle D\rangle ,
\label{slope}
\end{equation}
because the norm is constant. Now use the state $\phi_0$, which belongs to $F_a=0$, as a trial function at another field. With $p_0=\langle\phi_0|D|\phi_0\rangle$, the variational principle gives
\begin{equation}
E(F_a)\le\langle\phi_0|H_0-F_aD|\phi_0\rangle=E(0)-F_ap_0 .
\label{bound}
\end{equation}
The curve lies on or below its tangent. The same reasoning holds from any starting field, so the curve is concave. This is what survives of the original argument: the curvature is never positive, whichever way the field points, while the direction of the field relative to the dipole already present fixes the sign of the initial shift. If $F_ap_0<0$, the initial shift is blue, and it cannot exceed $|F_ap_0|$.

\section{Which way does the built-in dipole point?}

Take first the electron and hole without their mutual attraction, in a well that is symmetric apart from the built-in potential. Let $\psi_0>0$ be the ground state of one carrier in the symmetric potential $U$, with energy $\epsilon_0$. Add a potential $W(z)$ that nowhere decreases with $z$ and is not constant. Write the new ground state as $\psi=r\psi_0$, with energy $\epsilon_0+\delta$. Its equation is
\begin{equation}
-\frac{\hbar^2}{2m}(r''\psi_0+2r'\psi_0'+r\psi_0'')
+(U+W)r\psi_0=(\epsilon_0+\delta)r\psi_0 .
\end{equation}
Subtracting $r$ times the equation for $\psi_0$ removes $\psi_0''$, $U$ and $\epsilon_0$. Multiplying what remains by $\psi_0$ gives
\begin{equation}
(\psi_0^2r')'=\frac{2m}{\hbar^2}(W-\delta)\,r\psi_0^2 .
\label{ratio}
\end{equation}
The quantity $\psi_0^2r'=\psi_0\psi'-\psi\psi_0'$ vanishes at both ends of the confined region, so the right side integrates to zero. Since $W-\delta$ rises, it must be negative on the left and positive on the right. Hence $\psi_0^2r'$ starts at zero, becomes negative and returns to zero. The ratio $r$ falls with $z$, and because $\psi_0^2$ is even, $\langle z\rangle<0$. The carrier moves towards lower potential energy.

Let the built-in well field point along $-z$, with flat barriers. The electron potential then falls with $z$ and the hole potential rises. The electron moves to $+z$, the hole to $-z$, and $p_0<0$. The dipole lies along the built-in field. By \eqref{slope}, an opposing field $F_a>0$ initially raises the transition energy, and an aiding field lowers it.

The attraction between the carriers does not alter \eqref{slope} or \eqref{bound}, but it could change the size of $p_0$. I therefore diagonalized a two-particle Hamiltonian by finite differences, with 45 points per coordinate in a closed box 7.2 nm wide. The well is 3 nm wide, with masses $0.20m_0$ and $1.00m_0$ and offsets 0.45 eV and 0.20 eV for electron and hole. The attraction is $-e^2/[\varepsilon\sqrt{(z_e-z_h)^2+b^2}]$, with $\varepsilon=10$ and $b=2$ nm standing for the in-plane separation. With a well field of $-1.1$ MV/cm and flat barriers, an opposing 0.2 MV/cm shifts the pair by about $+26$ meV and an aiding 0.2 MV/cm by about $-30$ meV. Half the difference, 28 meV, is the part odd in the field. Divided by 0.02 V/nm, it corresponds to a separation of 1.4 nm, against 1.5 nm without the attraction. Half the sum, $-2$ meV, is the even part. With the built-in field removed, both directions give $-3.5$ meV, as the original argument expects. The box affects the last digit: widened to 12 nm, it gives about $+26$ and $-31$ meV and separations 0.03 to 0.05 nm larger.

\section{Two limits between hard walls}

The crossover is explicit for a well of width $L$ with impenetrable walls at $\pm L/2$ and no attraction. For one carrier with potential energy $eFz$,
\begin{equation}
\psi_0=\sqrt{\frac2L}\cos kz,\qquad k=\frac{\pi}{L} .
\end{equation}
The first-order correction obeys $(H_0-\epsilon_0)\psi_1=-eFz\psi_0$, where here $H_0$ is the kinetic energy of this carrier. Try
\begin{equation}
\psi_1=a\sqrt{\frac2L}\left[\left(z^2-\frac{L^2}{4}\right)\sin kz
+\frac zk\cos kz\right],
\end{equation}
which vanishes at the walls. Applying $d^2/dz^2+k^2$ to the bracket gives $(2\sin kz+4kz\cos kz)-2\sin kz=4kz\cos kz$. Thus $-(\hbar^2/2m)\,4ka=-eF$, or $a=meF/(2\hbar^2k)$.

The second-order energy is $eF\langle\psi_0|z|\psi_1\rangle$. Put $q=2k=2\pi/L$. Integration by parts between the walls gives
\begin{align}
\int z\sin qz\,dz&=\frac Lq,\qquad
\int z^2\cos qz\,dz=-\frac{2L}{q^2},\\
\int z^3\sin qz\,dz&=\frac{L^3}{4q}-\frac{6L}{q^3}.
\end{align}
With $\sin kz\cos kz=\frac12\sin qz$, the first part of the bracket contributes
\begin{equation}
\frac12\left(\frac{L^3}{4q}-\frac{6L}{q^3}-\frac{L^2}{4}\frac Lq\right)
=-\frac{3L}{q^3}.
\end{equation}
With $\cos^2kz=\frac12(1+\cos qz)$ and $2k=q$, the second contributes $(L^3/12-2L/q^2)/q$. The sum is
\begin{equation}
\frac{L^3}{12q}-\frac{5L}{q^3}=-\frac{(15-\pi^2)L^4}{24\pi^3} .
\end{equation}
Multiplying by $2/L$ and by $eFa=me^2F^2L/(2\pi\hbar^2)$ yields
\begin{equation}
\epsilon_2=-C\frac{me^2F^2L^4}{\hbar^2},\qquad
C=\frac{15-\pi^2}{24\pi^4}\approx0.002195 .
\end{equation}

Let the built-in field have magnitude $F_0$ and the opposing field magnitude $A$. The total field is $-F_0+A$. Adding electron and hole and subtracting the value at $A=0$ gives
\begin{align}
\Delta E&=-K\left[(A-F_0)^2-F_0^2\right]=K(2F_0A-A^2),\\
K&=C\frac{(m_e+m_h)e^2L^4}{\hbar^2}.
\end{align}
For a weak total field, the shift is blue for $0<A<2F_0$ and greatest at $A=F_0$. The transition has then recovered the energy that the built-in field had taken from it. At $A=2F_0$ it is back at its starting energy.

In the opposite limit each carrier is pressed against a wall. Its length scale is $\ell_i=(\hbar^2/2m_ieF)^{1/3}\ll L$, where $F=F_0-A$ and $i=e,h$. Measured from the bottom corner, its energy is $\alpha eF\ell_i$, with $\mathrm{Ai}(-\alpha)=0$ for the smallest positive $\alpha$. Each corner lies $eFL/2$ below the well centre, so
\begin{equation}
E\simeq E_g-eFL+\alpha eF(\ell_e+\ell_h).
\end{equation}
The last term varies as $F^{2/3}$, and $dF/dA=-1$. Hence
\begin{equation}
\frac{dE}{dA}\simeq eL-\frac{2\alpha}{3}e(\ell_e+\ell_h).
\end{equation}
The blue shift is then nearly linear, with a dipole approaching $eL$.

\section{Bias and field in a diode}

In a diode the direction of the applied field is set by polarity. Let $z$ run from the n side to the p side, so that the junction field is positive. Let $P$ be the spontaneous and piezoelectric polarization, and give well and barriers the same permittivity $\varepsilon$. Continuity of $\varepsilon F+4\pi P$ gives
\begin{equation}
F_w=F_b-F_{\rm pol},\qquad
F_{\rm pol}=\frac{4\pi(P_w-P_b)}{\varepsilon}.
\end{equation}
For growth on the metal face with the p side on top, $F_{\rm pol}>0$ for GaN between AlGaN barriers. Suppose the undoped region has total thickness $d$ and negligible space charge, and the contacts are doped heavily enough that their depletion layers take up little voltage. The potential drop is then
\begin{equation}
F_b(d-L)+F_wL=F_bd-F_{\rm pol}L=V_{bi}+V_r,
\end{equation}
with $V_{bi}$ the junction voltage and $V_r$ the reverse bias. Both fields rise by $V_r/d$, so reverse bias opposes the negative well field. Reversing the crystal polarity while keeping the doping order would make it aid the well field.

For the example I take $L=3$ nm, $d=100$ nm, $V_{bi}=3.5$ V, $F_{\rm pol}=1.5$ MV/cm and a gap of 3.42 eV, with the masses and offsets given above. The offsets are rough values for barriers with about 30\% aluminium. The polarization step is illustrative and on the low side for that composition; a larger step would give a larger blue shift at the same bias. At zero bias,
\begin{align}
F_b&=\frac{3.5+0.15\times3}{100}=0.0395\ \mathrm{V/nm}
=0.395\ \mathrm{MV/cm},\\
F_w&=0.395-1.5=-1.105\ \mathrm{MV/cm}.
\end{align}

Tilted barriers let the carriers escape, so each level is a resonance $\epsilon-i\Gamma/2$. In every region the wave function combines $\mathrm{Ai}(\xi)$ and $\mathrm{Bi}(\xi)$, with $\xi$ linear in $z$. For the electron I kept the decaying $\mathrm{Ai}$ on the uphill side and the outgoing wave $\mathrm{Bi}+i\,\mathrm{Ai}$ on the downhill side. The complex energy follows numerically from continuity of $\psi$ and $\psi'$ at both interfaces. The hole is the mirrored problem. Without exciton binding, the result is:

\begin{center}
\begin{tabular}{rrrrr}
$V_r$ & $F_w$ & $F_b$ & $E$ & shift\\
(V) & (MV/cm) & (MV/cm) & (eV) & (meV)\\
$-2$ & $-1.305$ & 0.195 & 3.424 & $-31.4$\\
0 & $-1.105$ & 0.395 & 3.456 & 0\\
2 & $-0.905$ & 0.595 & 3.483 & 27.4\\
5 & $-0.605$ & 0.895 & 3.516 & 60.4\\
8 & $-0.305$ & 1.195 & 3.537 & 81.5\\
10 & $-0.105$ & 1.395 & 3.543 & 87.1\\
12 & 0.095 & 1.595 & 3.540 & 84.4
\end{tabular}
\end{center}

\section{Reading the shift}

At zero bias, wave functions from a finite-difference grid give $\langle z_h-z_e\rangle=-1.47$ nm. One volt adds 0.01 V/nm, so \eqref{slope} predicts a rise of 14.7 meV per volt. At 5 V the separation has fallen to 0.92 nm. The mean of the two separations times 0.05 V/nm is 60 meV, close to the tabulated shift. The initial tangent would give 73 meV; the difference is the effect of curvature.

The maximum, 87 meV, occurs at 10.4 V, where the well field is still $-0.07$ MV/cm. Equation \eqref{ratio} was derived for a confined state, but the levels here are only about 1 meV wide, and it explains why the maximum comes before the well is flat. At $F_w=0$ the barrier field is positive, so the remaining electron potential never decreases with $z$. It pulls the electron tail to the left and the hole tail to the right. The dipole has already reversed, and the energy is already falling. The turning point is where the pair dipole vanishes. At 12 V the transition lies below its maximum but still above its zero-bias energy.

The weak-field hard-wall formula gives $KF_0^2=34$ meV for $F_0=1.105$ MV/cm, well below the 87 meV found. Its main fault here is the impenetrable wall. Both carriers reach into the barriers, which makes the well effectively wider, and the quadratic shift grows as the fourth power of the width. With the finite offsets the quadratic law corresponds to widths of about 4.7 nm for the electron and 4.0 nm for the hole and gives about 126 meV, which is too much, because this field is no longer weak. The full shift with flat barriers is 92 meV, and the tilted barriers of the diode bring it to 87 meV. The formula should not be used for the size of the shift in this well.

A comparison at fixed dimensions, offsets and junction voltage isolates the polarization. From 0 to 3 V the polar well shifts by $+39.5$ meV. With $F_{\rm pol}=0$, the field rises from 0.35 to 0.65 MV/cm throughout, and the shift is $-28.6$ meV.

Exciton binding reduces the blue shift, because carriers brought together attract more strongly. I estimated it variationally with an in-plane orbital $e^{-\rho/\lambda}$, the calculated densities along $z$, and the same masses in the plane. The binding energy grows from 31 to 37 meV between 0 and 5 V. The exciton therefore shifts by $60.4-5.6\approx55$ meV, from 362 to 356 nm. The simple orbital underbinds: a flexible in-plane function with mixing of subbands adds about 2 meV at both biases. This moves both lines about 0.2 nm to the red and leaves the shift at 55 meV.

\section{Consequences for a modulator}

The squared electron-hole envelope overlap rises from 0.33 to 0.66 over the same 5 V. If the interband matrix element is unchanged, the transition strengthens as it moves to the blue. Light tuned to the zero-bias exciton can then lose absorption under reverse bias, while light at the new exciton energy gains it. This requires a linewidth small compared with the shift.

Real wells strain that condition. Widening the well by 0.26 nm, roughly one molecular layer, lowers the zero-bias transition by 30 meV, about half the 5 V exciton shift. Several wells also change the electrostatics. Five identical wells in the same 100 nm would raise the zero-bias barrier field to $(3.5+5\times0.45)/100=0.0575$ V/nm. That is where the single well stands at 1.8 V, so about 25 meV of the available blue shift is already spent. Free carriers weaken the built-in field too. Opposite charge sheets of about $\varepsilon|F_w|/(4\pi e)=6\times10^{12}$ cm$^{-2}$ at the two faces would cancel it. Real electrons and holes spread through the well and move back as the field weakens, so the same density of pairs removes only part of it.

Depletion of the doped contacts takes up part of the bias. With $5\times10^{18}$ cm$^{-3}$ ionized dopants on both sides, the 5 V shift without exciton binding falls from 60 to about 55 meV. A hole mass of $1.5m_0$ changes the 5 V shift, without exciton binding, from 60 to 63 meV, and $2.0m_0$, nearer the heavy-hole mass along the $c$ axis, to 65 meV. Residual doping of $10^{16}$ cm$^{-3}$ varies the field by 0.02 MV/cm across the undoped region. The summed tunnelling width is 0.001 meV at 5 V and 0.7 meV at the maximum. The barrier field there, 1.4 MV/cm, is high for routine operation and about half a rough breakdown field of 3 MV/cm. The 5 V drive, at 0.9 MV/cm, leaves more margin.

The argument under comment should therefore be restricted to wells whose pair dipole vanishes before the field is applied. For a polar well, the direction of the applied field relative to that dipole must be stated before a red or blue shift is predicted.
